# Perfect transmission through an odd-length chain with identical wide-band contacts

## Problem

A channel is shrunk to a row of \(N\) sites. Each site has one orbital of energy \(\varepsilon_0\), neighbouring orbitals are coupled by \(-t\) with \(t>0\), and the orbitals are orthogonal. Site 1 is joined to a left contact and site \(N\) to an identical right contact. Electrons cross without losing phase or energy. Write \(x=E-\varepsilon_0\).

Each contact is a semi-infinite chain with hopping \(V\), coupled to its end site by \(w\). In the wide-band limit \(V\to\infty\) at fixed \(w^2/V\).

(a) Show that such a contact adds \(-i\Gamma/2\) to the energy of its end site, with \(\Gamma=2w^2/V\), and express the reflection and transmission amplitudes through the Green function.

(b) For \(N=3\), show that the transmission at \(E=\varepsilon_0\) is 1 for every \(\Gamma>0\). Does the middle site carry amplitude?

(c) Find the three-site transmission at all energies. Where else is it perfect, and how wide is the central peak?

(d) Extend the result at \(E=\varepsilon_0\) to every odd \(N\), and find what happens for even \(N\).

(e) Determine how the three-site result changes when the contacts differ, when levels are displaced, and when the end sites are coupled directly.

(f) Evaluate the results for a model of a three-atom gold chain with \(t=1.0\) eV and \(\Gamma=1.5\) eV at 300 K, and estimate what the model neglects.

## Solution

### (a) From the contacts to the Green function

Measure energy from the centre of the contact band, so that a contact wave \(e^{ikn}\) has energy \(2V\cos k\). Its velocity is \(-2V\sin k/\hbar\) per site spacing, so a wave moving to the right has \(-\pi<k<0\).

On the left contact, with sites \(n\le 0\), let

\[
\psi_n=e^{ikn}+r\,e^{-ikn}.
\]

The last contact site couples to chain site 1, with amplitude \(\phi_1\), instead of to a further contact site. Its equation therefore agrees with the bulk equation if the continued wave at \(n=1\) satisfies \(V(e^{ik}+re^{-ik})=w\phi_1\). Hence

\[
r=\frac wV e^{ik}\phi_1-e^{2ik},\qquad
\psi_0=1+r=1-e^{2ik}+\frac wV e^{ik}\phi_1 .
\]

The equation of chain site 1 is \(x\phi_1=-t\phi_2+w\psi_0\). Inserting \(\psi_0\) gives

\[
\left(x-\Sigma\right)\phi_1+t\phi_2=w(1-e^{2ik}),\qquad
\Sigma=\frac{w^2}{V}e^{ik}.
\]

For \(V\to\infty\) every finite energy lies at the band centre, where \(k=-\pi/2\) and \(e^{ik}=-i\). Then \(\Sigma=-iw^2/V=-i\Gamma/2\), and the source on the right is \(2w\). The right contact contains only an outgoing wave \(\tau e^{ikm}\), \(m\ge0\). The same continuation argument gives \(V\tau e^{-ik}=w\phi_N\), so \(\tau=-i(w/V)\phi_N\), and site \(N\) acquires the same \(\Sigma\).

Let \(H\) be the chain Hamiltonian measured from \(\varepsilon_0\), and define

\[
M=x-H-\Sigma_L-\Sigma_R,\qquad G=M^{-1}.
\]

The chain amplitudes are \(\phi_j=2wG_{j1}\). Therefore

\[
r=1-i\Gamma G_{11},\qquad \tau=-i\Gamma G_{N1},\qquad
T=|\tau|^2=\Gamma^2|G_{N1}|^2 .
\]

No velocity factor enters \(T\), because the two contacts are the same. If only the couplings differ, the source contains \(w_L\) and the outgoing amplitude \(w_R\), so \(T=\Gamma_L\Gamma_R|G_{N1}|^2\).

### (b) Three sites at the on-site energy

Set \(g=\Gamma/2\). Since \(H_{12}=-t\), the off-diagonal elements of \(M\) are \(+t\). At \(x=0\),

\[
M=\begin{pmatrix} ig&t&0\\ t&0&t\\ 0&t&ig\end{pmatrix}.
\]

The first column of \(G\) solves

\[
igG_{11}+tG_{21}=1,\qquad
t(G_{11}+G_{31})=0,\qquad
tG_{21}+igG_{31}=0 .
\]

Because \(t\ne0\), the second equation gives \(G_{31}=-G_{11}\). The third then gives \(tG_{21}=igG_{11}\), and the first becomes \(2igG_{11}=1\). Since \(g\neq0\),

\[
G_{11}=-\frac{i}{\Gamma},\qquad G_{21}=\frac{1}{2t},\qquad G_{31}=\frac{i}{\Gamma}.
\]

It follows that

\[
T=\Gamma^2\frac{1}{\Gamma^2}=1,\qquad r=1-i\Gamma\left(-\frac i\Gamma\right)=0 .
\]

The broadening cancels. A weaker contact admits less of the wave, but the amplitude inside the chain builds up as \(1/\Gamma\) in the Green function. At \(\Gamma=0\) the chain is disconnected and \(T=0\). The value 1 is the limit \(\Gamma\to0^+\) taken at fixed \(x=0\), not the value at \(\Gamma=0\).

The isolated chain has a state \((1,0,-1)/\sqrt2\) at \(x=0\), with a node in the middle. The scattering state does not share this node, since \(G_{21}=1/(2t)\). It could not do so and still carry current. To see this, normalize the incoming wave to unit particle current. Its current at unit amplitude is \(2V/\hbar\), so apart from a factor \(\sqrt\hbar\) the chain amplitudes become \(2wG_{j1}/\sqrt{2V}=\sqrt\Gamma\,G_{j1}\). The Schrödinger equation gives the current from site 1 to site 2 as

\[
J=2\,\mathrm{Im}(\phi_2^*H_{21}\phi_1)
=2\,\mathrm{Im}\left[\Gamma\,\frac1{2t}(-t)\left(-\frac i\Gamma\right)\right]=1 .
\]

The whole incoming current passes through the middle site.

### (c) Three sites at any energy

With \(u=x+ig\), expansion along the first row gives

\[
\det M=u(ux-t^2)-t(tu)=u(ux-2t^2).
\]

The cofactor belonging to \(G_{31}\) is \(t^2\), so \(T=\Gamma^2t^4/|\det M|^2\). Put \(A=x^2-2t^2\). Since \(ux-2t^2=A+igx\),

\[
\begin{aligned}
|\det M|^2&=(x^2+g^2)(A^2+g^2x^2)\\
&=x^2A^2+g^4x^2+g^2x^4+g^2A^2\\
&=x^2(A+g^2)^2+g^2(x^2-A)^2 .
\end{aligned}
\]

In the last line the two cross terms, \(+2g^2x^2A\) and \(-2g^2x^2A\), cancel. Because \(x^2-A=2t^2\), the final term is \(4g^2t^4=\Gamma^2t^4\). Division by this term gives

\[
T(x)=\frac1{1+F^2},\qquad
F=\frac{x\,(x^2-2t^2+g^2)}{\Gamma t^2}.
\]

Perfect transmission requires \(F=0\). One root is always \(x=0\). Two more lie at

\[
x=\pm\sqrt{2t^2-\Gamma^2/4}\qquad(\Gamma<2\sqrt2\,t).
\]

They start from the outer levels \(\pm\sqrt2\,t\) of the isolated chain and merge with the central peak at \(\Gamma=2\sqrt2\,t\). For larger \(\Gamma\) only the central one remains.

Near the centre,

\[
F\simeq-cx,\qquad c=\frac2\Gamma-\frac{\Gamma}{4t^2},\qquad T\simeq1-c^2x^2 .
\]

Two limits fix the half-width at half height:

- For \(\Gamma\ll t\), \(F\simeq-2x/\Gamma\) across the central peak, so the half-width is \(\Gamma/2\). The electron escapes slowly through the contacts.
- For \(\Gamma\gg t\), \(F\simeq x\Gamma/(4t^2)\), so the half-width is \(4t^2/\Gamma\). The end sites are now broadened so strongly that the middle site is only weakly connected through them.

Both extremes keep full height at \(x=0\) but make the peak narrow. Between them, at \(\Gamma=2\sqrt2\,t\), the quadratic term vanishes. Then \(F=x^3/(2\sqrt2\,t^3)\), and the first loss is \(x^6/(8t^6)\).

### (d) Odd and even chains

Let \(P_n(x)\) be the determinant of \(x-H\) for an isolated chain of \(n\) sites, with \(P_0=1\) and \(P_1=x\). Expansion along the last row gives

\[
P_n=xP_{n-1}-t^2P_{n-2}.
\]

For \(N\ge2\) the contacts add \(ig\) to the first and last diagonal elements. A determinant is linear in each diagonal element. Taking one added term removes one end site, and taking both removes two:

\[
D_N=\det M=P_N+i\Gamma P_{N-1}-g^2P_{N-2}.
\]

The cofactor for \(G_{N1}\) has magnitude \(t^{N-1}\), because the remaining matrix is triangular with \(t\) on its diagonal. Thus \(T=\Gamma^2t^{2(N-1)}/|D_N|^2\).

At \(x=0\) the recursion becomes \(P_n=-t^2P_{n-2}\). Starting from \(P_1=0\) and \(P_0=1\), it gives \(P_n=0\) for odd \(n\) and \(P_n=(-t^2)^{n/2}\) for even \(n\).

**Odd \(N\).** Both \(P_N\) and \(P_{N-2}\) vanish, so \(|D_N|=\Gamma t^{N-1}\) and

\[
T(\varepsilon_0)=\frac{\Gamma^2t^{2(N-1)}}{\Gamma^2t^{2(N-1)}}=1 .
\]

For \(N=1\) both contacts act on the same site, \(M=x+i\Gamma\), and again \(T(\varepsilon_0)=1\). This proves the statement for every odd length and every \(\Gamma>0\).

**Even \(N\).** Now \(P_{N-1}=0\). The other two terms have the same sign, so \(|D_N|=t^{N-2}(t^2+g^2)\) and

\[
T(\varepsilon_0)=\frac{\Gamma^2t^2}{(t^2+\Gamma^2/4)^2}.
\]

This does not depend on the even length. Using \(\Gamma^2t^2=4g^2t^2\),

\[
1-T(\varepsilon_0)=\left(\frac{t^2-g^2}{t^2+g^2}\right)^2 ,
\]

so an even chain is perfect at this energy only for \(\Gamma=2t\). It has no level of its own at \(\varepsilon_0\), and weak contacts make it nearly opaque there.

### (e) What the perfect value requires

Return to three sites at \(x=0\). Allow general diagonal elements and a direct coupling \(-s\) between the ends:

\[
M=\begin{pmatrix}\alpha&t&s\\ t&\beta&t\\ s&t&\eta\end{pmatrix},\qquad
\det M=\alpha\beta\eta-t^2(\alpha+\eta)+2t^2s-\beta s^2 .
\]

The cofactor for \(G_{31}\) is \(t^2-\beta s\). If \(\beta=s=0\), then

\[
T=\frac{\Gamma_L\Gamma_R}{|\alpha+\eta|^2}.
\]

Three cases follow at once.

- **Unequal contacts.** With \(\alpha=i\Gamma_L/2\) and \(\eta=i\Gamma_R/2\), \(T=4\Gamma_L\Gamma_R/(\Gamma_L+\Gamma_R)^2\).
- **Equal real shifts \(\Lambda\) of the end levels.** With \(\alpha=\eta=ig-\Lambda\), \(T=\Gamma^2/(\Gamma^2+4\Lambda^2)\).
- **Opposite shifts of the end levels.** These cancel in \(\alpha+\eta\), so \(T=1\) survives a linear tilt of the chain.

If the middle level is displaced by \(\delta\), then \(\beta=-\delta\), \(s=0\) and \(\alpha=\eta=ig\). The determinant is \(g^2\delta-2igt^2\), and

\[
T=\frac{4g^2t^4}{g^4\delta^2+4g^2t^4}
=\frac1{1+(g\delta/2t^2)^2}.
\]

For a direct coupling with \(\beta=0\), the determinant is \(2t^2(s-ig)\), and

\[
T=\frac{4g^2t^4}{4t^4(s^2+g^2)}=\frac1{1+(s/g)^2}.
\]

### (f) A three-atom gold chain

The values \(t=1.0\) eV and \(\Gamma=1.5\) eV are rough model values for one \(s\)-like orbital per atom. Place the Fermi level at \(\varepsilon_0\). At zero temperature and small bias the conductance, with two spins, is

\[
\mathcal G=\frac{2e^2}{h}T=77.48\ \mu\mathrm S,
\]

or a resistance of 12.906 kΩ. Four atoms with the same parameters would give \(T=2.25/(1.5625)^2=0.922\).

The side peaks lie at \(\pm\sqrt{2-0.5625}=\pm1.20\) eV, and

\[
c=\frac2{1.5}-\frac{1.5}{4}=0.958\ \mathrm{eV}^{-1}.
\]

At 300 K, \(k_BT_{\rm K}=0.02585\) eV, where \(T_{\rm K}\) is the temperature. The conductance is \(2e^2/h\) times the average of \(T(x)\) weighted by minus the energy derivative of the Fermi function. This weight has \(\langle x^2\rangle=\pi^2(k_BT_{\rm K})^2/3\), so the leading loss is \(c^2\pi^2(k_BT_{\rm K})^2/3\simeq0.0020\). Numerical integration gives an average of 0.998.

The table varies \(\Gamma\) with \(t\) and the temperature fixed. The three-site value at \(x=0\) is 1 in every row.

| \(\Gamma\) (eV) | 3 sites, \(x=0.1\) eV | 4 sites, \(x=0\) | 3 sites, 300 K average |
|---:|---:|---:|---:|
| 0.01 | 0.003 | 0.0001 | 0.137 |
| 0.10 | 0.202 | 0.010 | 0.698 |
| 1.50 | 0.991 | 0.922 | 0.998 |
| 10 | 0.950 | 0.148 | 0.989 |
| 100 | 0.138 | 0.002 | 0.631 |

The first and last rows show the practical limit of the theorem. When the half-width \(\Gamma/2\) or \(4t^2/\Gamma\) is not large compared with \(k_BT_{\rm K}\), a substantial share of the thermal electrons have energies at which \(T\) is well below 1. Perfect transmission at one energy then does not give a perfect conductance.

The following changes are made one at a time, in units of \(2e^2/h\). Their sizes are assumed, not calculated for gold.

- **Fermi level 0.2 eV from \(\varepsilon_0\):** \(F=0.2(0.04-1.4375)/1.5=-0.186\), giving 0.966.
- **Right contact reduced to 1.0 eV:** \(4(1.5)(1.0)/(2.5)^2=0.960\).
- **Finite contact band:** take a half-width \(2V=5\) eV, with the Fermi level 1 eV from the band centre. Then \(y=\cos k=0.2\) in magnitude. From part (a), \(\Sigma=(\Gamma_0/2)(y-i\sqrt{1-y^2})\) with \(\Gamma_0=2w^2/V=1.5\) eV. Its real part is \(\Lambda=\Gamma_0y/2\), its broadening is \(\Gamma_0\sqrt{1-y^2}\), and \(T=1-y^2=0.960\).
- **Middle level displaced by 0.2 eV:** \(1/(1+0.075^2)=0.994\).
- **Direct end-to-end hopping of 0.1 eV:** \(1/[1+(0.1/0.75)^2]=0.983\).
- **Bias of 0.1 V:** with end levels tilted by \(\pm0.025\) eV, averaging \(T\) numerically over the 0.1 eV window at zero temperature gives 0.999. This is the ratio \(I/V\); with the tilt proportional to the bias, the differential conductance is 0.998.
- **Phase loss:** attach to each site a voltage probe of broadening 0.025 eV, a rough room-temperature scattering scale. Transmission between any two terminals is the product of their broadenings and \(|G_{ij}|^2\). Solving the linear equations for zero net current in each probe gives 0.979.

Electron repulsion needs separate treatment. Reversing the sign of the middle orbital shows that \(G_{ii}(-x)=-G_{ii}(x)^*\). The local density of states is therefore even in \(x\), and each site holds half an electron per spin. In nonmagnetic mean field, an on-site repulsion \(U\) then raises all three levels by the same \(U/2\). The theorem survives if \(\varepsilon_0\) denotes the raised level and the Fermi level coincides with it.

This solution becomes unstable to a small spin polarization when \(U\) times the largest eigenvalue of \(\chi_{ij}=-\partial n_i/\partial\varepsilon_j\) reaches 1, where \(n_i\) is the occupation per spin and \(\varepsilon_j\) the level of site \(j\). The reason is that a density change \(\delta n_\uparrow=-\delta n_\downarrow\) shifts the spin-up levels by \(-U\delta n_\uparrow\), which produces a density change \(U\chi\,\delta n_\uparrow\). Since \(\partial G_{ii}/\partial\varepsilon_j=G_{ij}^2\),

\[
\chi_{ij}=\frac1\pi\int_{-\infty}^{0}\mathrm{Im}\,G_{ij}(x)^2\,dx .
\]

Numerical integration and diagonalization give a threshold of \(U=2.8\) eV. The screened \(U\) of a gold chain is not calculated here; the free-atom value, ionization energy minus electron affinity, is about 6.9 eV, so it may lie on either side of this threshold. The threshold marks where mean field fails, not where perfect transmission ends. The same sign reversal, combined with exchanging particles and holes, is a symmetry of the interacting model. It makes the interaction self-energy at \(x=0\) purely imaginary on each site and between sites 1 and 3, and real between neighbours. In a nonmagnetic Fermi-liquid ground state at zero temperature the imaginary parts vanish at the Fermi level, so only \(t\) is changed, and \(T(\varepsilon_0)=1\) does not depend on \(t\). How far this survives at 300 K for large \(U\) is not calculated here.

Real gold contacts one atom wide have conductances near \(2e^2/h\), the scale found here. The assumption of identical contacts can fail, since the two tips need not have the same shape; the asymmetry assumed above lowers the conductance by 4% of \(2e^2/h\). The model also omits the gold \(d\) orbitals, so its side peaks at \(\pm1.20\) eV are not predictions for gold. Nor does the result carry over directly to weakly coupled quantum dots in a transistor: where the charging energy exceeds \(\Gamma\), the mean-field argument cannot be relied on.
